**Subconfiguration averages and the nonrelativistic limit of carbon 2p²**

The program tests that the mean of the jj subconfiguration averages, weighted by their numbers of determinants, equals the nonrelativistic configuration average when both j = l ± 1/2 share one radial function. It asserts this for p^N and d^N by listing all determinants, and it compares the averages with closed formulas in 3j symbols. For p² it diagonalizes the 15-state interaction matrix, where F0 and F2 are the Slater integrals, and asserts that (2p_1/2)² is 2/3 ³P and 1/3 ¹S with energy F0. For carbon, E(x) is the Hartree-Fock energy with 2p-2p repulsion F0 + x F2; the ³P value E(−1/5) is checked against a separate open-shell calculation. The output puts (2p_1/2)² 0.0480 hartree above ³P in the nonrelativistic limit. A four-component calculation at the physical speed of light c and at 10c approaches E(0), with shifts in the ratio 100.08, and the program asserts that this ratio lies within 4 of 100. Subtracting the ³P energy instead gives a false relativistic shift of +0.0318 hartree, while the shift from the determinant's own limit is −0.0163 hartree.

## Numerical verification

```python
"""
Result under test: for a shell l^N the mean of the jj subconfiguration average
energies, weighted by their numbers of determinants, is the nonrelativistic
configuration average, if both j = l-1/2 and j = l+1/2 share one radial function.
For carbon 2p^2 the single subconfiguration (2p_1/2)^2 tends, for c -> infinity,
to F0 and not to the 3P energy F0 - F2/5 (F0, F2: Slater integrals of 2p).
Symbols: x = coefficient of F2 in the 2p-2p energy, zeta = spin-orbit constant,
E(x) = Hartree-Fock energy with the 2p-2p energy F0 + x F2, c = speed of light.
Energies in hartree (Eh) unless said otherwise.
"""
from itertools import combinations
from math import comb, factorial, sqrt
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf, lib
from pyscf.scf import dhf

NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def theta(l, m):
    """Normalized polar part of Y_lm on the quadrature nodes."""
    n = abs(m)
    norm = sqrt((2*l + 1) / 2 * factorial(l - n) / factorial(l + n))
    sign = (-1)**n if m < 0 else 1
    return sign * norm * lpmv(n, l, NODES)


def gaunt(l1, m1, k, l2, m2):
    """Integral of Y*_l1m1 sqrt(4 pi/(2k+1)) Y_k,m1-m2 Y_l2m2."""
    if abs(m1 - m2) > k:
        return 0.0
    product = theta(l1, m1) * theta(k, m1 - m2) * theta(l2, m2)
    return sqrt(2 / (2*k + 1)) * np.sum(WEIGHTS * product)


def coulomb(l, k):
    """<ab|cd> for unit F^k in the basis of m_l (outer) and spin (inner)."""
    ms = range(-l, l + 1)
    n = 2 * (2*l + 1)
    total = np.zeros((n, n, n, n))
    for q in range(-k, k + 1):
        part = np.array([[gaunt(l, a, k, l, b) if a - b == q else 0.0
                          for b in ms] for a in ms])
        part = np.kron(part, np.eye(2))
        total += np.einsum('ac,db->abcd', part, part)
    return total


def jj_basis(l):
    """Eigenvectors of l.s, lower j first, and the eigenvalues of l.s."""
    m = np.arange(-l, l + 1)
    lz = np.diag(m.astype(float))
    lplus = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    sz = np.diag([-0.5, 0.5])
    splus = np.array([[0.0, 0.0], [1.0, 0.0]])
    ls = np.kron(lz, sz) + 0.5*(np.kron(lplus, splus.T)
                                + np.kron(lplus.T, splus))
    jz = np.kron(lz, np.eye(2)) + np.kron(np.eye(2*l + 1), sz)
    vectors = np.linalg.eigh(ls + 0.01*jz)[1]
    return vectors, np.diag(vectors.T @ ls @ vectors)


def to_basis(tensor, u):
    return np.einsum('abcd,ai,bj,ck,dl->ijkl', tensor, u, u, u, u,
                     optimize=True)


def pair_energies(v):
    return np.einsum('ijij->ij', v) - np.einsum('ijji->ij', v)


def three_j_squared(j1, k, j2, half=True):
    m = Rational(1, 2) if half else 0
    return float(wigner_3j(j1, k, j2, m, 0, -m)**2)


def jj_pair_average(j1, j2, k):
    """Derived coefficient of F^k in the average pair energy."""
    if k == 0:
        return 1.0
    factor = float((2*j1 + 1) / (2*j1)) if j1 == j2 else 1.0
    return -factor * three_j_squared(j1, k, j2)


def nr_pair_average(l, k):
    if k == 0:
        return 1.0
    return -(2*l + 1) / (4*l + 1) * three_j_squared(l, k, l, half=False)


# ---- averages of all p^N and d^N by explicit lists of determinants ----
cases = 0
for l in (1, 2):
    u, ls_values = jj_basis(l)
    assert np.allclose(ls_values[:2*l], -(l + 1) / 2)
    assert np.allclose(ls_values[2*l:], l / 2)
    assert abs(ls_values.sum()) < 1e-12
    jm, jp = Rational(2*l - 1, 2), Rational(2*l + 1, 2)
    for k in range(0, 2*l + 1, 2):
        v = coulomb(l, k)
        pairs_ls, pairs_jj = pair_energies(v), pair_energies(to_basis(v, u))
        vmm, vmp, vpp = [jj_pair_average(*p, k)
                         for p in ((jm, jm), (jm, jp), (jp, jp))]
        for n in range(2, 4*l + 3):
            groups, uncoupled = {}, []
            for det in combinations(range(4*l + 2), n):
                block = np.ix_(det, det)
                a = sum(i < 2*l for i in det)
                groups.setdefault(a, []).append(pairs_jj[block].sum() / 2)
                uncoupled.append(pairs_ls[block].sum() / 2)
            weighted = 0.0
            for a, energies in groups.items():
                b = n - a
                g = comb(2*l, a) * comb(2*l + 2, b)
                formula = comb(a, 2)*vmm + a*b*vmp + comb(b, 2)*vpp
                assert len(energies) == g
                assert abs(np.mean(energies) - formula) < 1e-10
                weighted += g * formula / comb(4*l + 2, n)
            average = comb(n, 2) * nr_pair_average(l, k)
            assert abs(np.mean(uncoupled) - average) < 1e-10
            assert abs(weighted - average) < 1e-10
            cases += 1
print(f"shell averages checked (l, N, k combinations): {cases}")

# exchange of one p electron with a closed s shell, for each j
core_exchange = [2*three_j_squared(Rational(1, 2), 1, Rational(t, 2))
                 for t in (1, 3)]
assert np.allclose(core_exchange, gaunt(1, 0, 1, 0, 0)**2)
print("s-core exchange coefficient of G1, j=1/2 and 3/2: "
      f"{core_exchange[0]:.6f} {core_exchange[1]:.6f}")

# ---- the fifteen states of p^2, energies in units of F2 without F0 ----
u, ls_values = jj_basis(1)
v = to_basis(coulomb(1, 2), u)
dets = list(combinations(range(6), 2))
h = np.array([[v[i, j, m, n] - v[i, j, n, m] for m, n in dets]
              for i, j in dets])
lower = np.array([sum(i < 2 for i in d) for d in dets])
values, states = np.linalg.eigh(h)
assert np.allclose(values, [-1/5]*9 + [1/25]*5 + [2/5])
names = {2: "(1/2)^2", 1: "(1/2)(3/2)", 0: "(3/2)^2"}
level_targets = {2: [0], 1: [-1/5]*3 + [-1/25]*5, 0: [-3/25]*5 + [1/5]}
x_sub, g_sub = {}, {}
for a in (2, 1, 0):
    rows = np.where(lower == a)[0]
    block = h[np.ix_(rows, rows)]
    levels = np.linalg.eigvalsh(block)
    assert np.allclose(levels, level_targets[a])
    x_sub[a], g_sub[a] = np.trace(block) / len(rows), len(rows)
    distinct, counts = np.unique(np.round(levels, 8) + 0.0,
                                 return_counts=True)
    text = ", ".join(f"{e:.4f} (x{c})" for e, c in zip(distinct, counts))
    print(f"{names[a]}: g={len(rows)}, mean/F2={x_sub[a] + 0.0:.6f}, "
          f"levels/F2: {text}")
x_av = sum(g_sub[a]*x_sub[a] for a in g_sub) / 15
assert abs(x_av + 2/25) < 1e-12
print(f"weighted mean/F2: {x_av:.6f}; unweighted mean/F2: "
      f"{np.mean(list(x_sub.values())):.6f}")
first = dets.index((0, 1))
weights = states[first]**2
w_terms = [weights[:9].sum(), weights[9:14].sum(), weights[14]]
assert np.allclose(w_terms, [2/3, 0, 1/3])
print("weights of 3P, 1D, 1S in (1/2)^2: "
      + " ".join(f"{w:.6f}" for w in w_terms))
coupling = np.linalg.norm(np.delete(h[first], first))
assert abs(coupling - sqrt(2)/5) < 1e-12
print(f"coupling of (1/2)^2 to (3/2)^2, J=0, over F2: {coupling:.6f}")
# saddle point: single replacements do not couple, and some lie lower
singles = np.where(lower == 1)[0]
assert np.allclose(h[first, singles], 0)
lowest_single = h[singles, singles].min()
assert lowest_single < h[first, first] - 0.01
print("lowest single replacement relative to (1/2)^2, over F2: "
      f"{lowest_single - h[first, first]:.6f}")
for zeta in (0.001, 0.1, 1.0, 10.0):
    spin_orbit = np.diag([zeta*(ls_values[i] + ls_values[j])
                          for i, j in dets])
    e_full, c_full = np.linalg.eigh(h + spin_orbit)
    root = sqrt((3*zeta + 1/5)**2 + 8/25)
    assert abs(e_full[0] - (1/5 - zeta - root)/2) < 1e-10
    weight = c_full[first, 0]**2
    assert abs(weight - (1 + (3*zeta + 1/5)/root)/2) < 1e-8
    print(f"zeta/F2={zeta:g}: weight of (1/2)^2 in ground state {weight:.4f}")

# ---- carbon: spherical Hartree-Fock with 2p-2p energy F0 + x F2 ----
s_exp = [0.15 * 3.0**i for i in range(9)]
p_exp = [0.12 * 3.0**i for i in range(5)]
basis = {'C': [[0, [e, 1.0]] for e in s_exp] + [[1, [e, 1.0]] for e in p_exp]}
mol = gto.M(atom='C 0 0 0', basis=basis, spin=0, verbose=0)
S = np.arange(len(s_exp))
X = len(s_exp) + 3*np.arange(len(p_exp))
Z = X + 2
overlap = mol.intor('int1e_ovlp')
hcore = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s1')
ss = eri[np.ix_(S, S, S, S)]
g_ss = ss - 0.5*ss.transpose(0, 2, 1, 3)
g_sp = (eri[np.ix_(S, S, X, X)]
        - 0.5*eri[np.ix_(S, X, S, X)].transpose(0, 2, 1, 3))
r2 = 25/3 * eri[np.ix_(X, Z, X, Z)]
r0 = eri[np.ix_(X, X, Z, Z)] + 2/25*r2
h_s, h_p = hcore[np.ix_(S, S)], hcore[np.ix_(X, X)]
o_s, o_p = overlap[np.ix_(S, S)], overlap[np.ix_(X, X)]


def contract(tensor, density):
    return np.einsum('ijkl,kl->ij', tensor, density)


def carbon(x):
    """Return E(x), F0 and F2 at the orbitals optimal for this x."""
    w = r0 + x*r2
    ds, dp = np.zeros_like(h_s), np.zeros_like(h_p)
    for cycle in range(400):
        fock_s = h_s + contract(g_ss, ds) + 2*contract(g_sp, dp)
        fock_p = (h_p + np.einsum('ijkl,ij->kl', g_sp, ds)
                  + contract(w, dp))
        cs = eigh(fock_s, o_s)[1][:, :2]
        cp = eigh(fock_p, o_p)[1][:, 0]
        new_s, new_p = 2*cs @ cs.T, np.outer(cp, cp)
        change = max(abs(new_s - ds).max(), abs(new_p - dp).max())
        if change < 1e-9:
            break
        ds, dp = 0.5*(ds + new_s), 0.5*(dp + new_p)
    assert change < 1e-9
    ds, dp = new_s, new_p
    f0, f2 = np.sum(dp*contract(r0, dp)), np.sum(dp*contract(r2, dp))
    energy = (np.sum(ds*h_s) + 0.5*np.sum(ds*contract(g_ss, ds))
              + 2*np.sum(dp*h_p) + 2*np.sum(ds*contract(g_sp, dp))
              + f0 + x*f2)
    return energy, f0, f2


ev = constants.physical_constants['Hartree energy in eV'][0]
e_av, f0_av, f2_av = carbon(x_av)
e_3p, _, f2_3p = carbon(-1/5)
relaxed = {a: carbon(x_sub[a]) for a in (2, 1, 0)}
e_half, _, f2_half = relaxed[2]
print(f"s exponents: 9 from {s_exp[0]:g} to {s_exp[-1]:g} bohr^-2, ratio "
      f"{s_exp[1]/s_exp[0]:g}")
print(f"p exponents: 5 from {p_exp[0]:g} to {p_exp[-1]:g} bohr^-2, ratio "
      f"{p_exp[1]/p_exp[0]:g}")
print(f"carbon, average orbitals: F0={f0_av:.6f} Eh, F2={f2_av:.6f} Eh")
print(f"E configuration average: {e_av:.6f} Eh")
print(f"E 3P: {e_3p:.6f} Eh")
for a in (2, 1, 0):
    common = e_av + (x_sub[a] - x_av)*f2_av
    assert relaxed[a][0] <= common + 1e-9
    print(f"E {names[a]}: common orbitals {common:.6f} Eh, "
          f"own orbitals {relaxed[a][0]:.6f} Eh")
mean_relaxed = sum(g_sub[a]*relaxed[a][0] for a in g_sub) / 15
assert mean_relaxed < e_av - 1e-8
print("weighted mean with own orbitals minus E average: "
      f"{(mean_relaxed - e_av)*1e6:.3f} microhartree")
step = 0.01
slope = (carbon(x_av + step)[0] - carbon(x_av - step)[0]) / (2*step)
assert abs(slope - f2_av) < 1e-4
offset = e_half - e_3p
assert f2_half/5 < offset < f2_3p/5
print(f"bounds F2/5: {f2_half/5:.6f} and {f2_3p/5:.6f} Eh")
print(f"offset (1/2)^2 minus 3P: {offset:.6f} Eh = {offset*ev:.4f} eV")
print(f"offset (1/2)^2 minus average: {e_half - e_av:.6f} Eh")

# independent restricted open-shell calculation of the triplet
triplet = gto.M(atom='C 0 0 0', basis=basis, spin=2, verbose=0)
rohf = scf.ROHF(triplet)
rohf.chkfile = None
rohf.conv_tol = 1e-10
e_rohf = rohf.kernel()
assert rohf.converged and abs(e_rohf - e_3p) < 1e-6
print(f"E 3P from ROHF: {e_rohf:.6f} Eh")

# ---- four-component calculation of the (2p_1/2)^2 determinant ----
# The spinor basis holds, per s shell, two s_1/2 functions and, per p shell,
# two p_1/2 functions followed by four p_3/2 functions; the small-component
# functions follow in the same order.
n_large = mol.nao_2c()
s_half = 2*np.arange(len(s_exp))
p_half = 2*len(s_exp) + 6*np.arange(len(p_exp))


def spherical_dirac(density):
    """Dirac-Coulomb HF of 1s^2 2s^2 (2p_1/2)^2 with spherical symmetry kept."""
    solver = dhf.DHF(mol)
    solver.chkfile = None
    solver.build()
    one, metric = solver.get_hcore(), solver.get_ovlp()
    potential = np.asarray(solver.get_veff(mol, density))
    for cycle in range(60):
        fock = one + potential
        new = np.zeros_like(fock, dtype=complex)
        for start, occupied in ((s_half, 2), (p_half, 1)):
            both = [np.concatenate([start + m, n_large + start + m])
                    for m in (0, 1)]
            f = sum(fock[np.ix_(i, i)] for i in both) / 2
            o = metric[np.ix_(both[0], both[0])]
            scale = 1 / np.sqrt(np.diag(o).real)
            vectors = eigh(f*np.outer(scale, scale),
                           o*np.outer(scale, scale))[1]
            n = len(start)      # the n lowest solutions have negative energy
            c = scale[:, None] * vectors[:, n:n + occupied]
            for i in both:
                new[np.ix_(i, i)] = c @ c.conj().T
        change = abs((new - density)[:n_large, :n_large]).max()
        mixed = new if change < 1e-6 else 0.5*(density + new)
        potential = np.asarray(solver.get_veff(mol, mixed, density, potential))
        density = mixed
        if change < 1e-6:
            break
    assert change < 1e-6
    p32 = np.concatenate([p_half + m for m in (2, 3, 4, 5)])
    p12 = np.concatenate([p_half, p_half + 1])
    assert abs((one + potential)[np.ix_(p12, p32)]).max() < 1e-6
    energy = np.einsum('ij,ji->', one + 0.5*potential, density).real
    return energy, density


c_physical = 1 / constants.fine_structure
lib.param.LIGHT_SPEED = c_physical
free = dhf.DHF(mol)
free.chkfile = None
free.conv_tol = 1e-9
e_free = free.kernel()
assert free.converged
density = np.asarray(free.make_rdm1())
dirac = {}
for factor in (1, 10):
    lib.param.LIGHT_SPEED = factor * c_physical
    dirac[factor], density = spherical_dirac(density)
    print(f"Dirac-Coulomb HF (1/2)^2, c x {factor}: {dirac[factor]:.6f} Eh, "
          f"minus E(0): {dirac[factor] - e_half:.6f} Eh")
lib.param.LIGHT_SPEED = c_physical
assert abs(dirac[1] - e_free) < 1e-6
print(f"same at c x 1 without imposed symmetry: {e_free:.6f} Eh")
ratio = (dirac[1] - e_half) / (dirac[10] - e_half)
assert abs(ratio - 100) < 4
assert abs(dirac[10] - e_half) < 0.01*offset
print(f"ratio of the two relativistic shifts: {ratio:.2f}")
false_shift = dirac[1] - e_3p
true_shift = dirac[1] - e_half
assert false_shift > 0 > true_shift
print(f"false shift, Dirac (1/2)^2 minus 3P: {false_shift:.6f} Eh")
print(f"true shift, Dirac (1/2)^2 minus its own limit: {true_shift:.6f} Eh")
print("all good")
```

Printed output:

```
shell averages checked (l, N, k combinations): 37
s-core exchange coefficient of G1, j=1/2 and 3/2: 0.333333 0.333333
(1/2)^2: g=1, mean/F2=0.000000, levels/F2: 0.0000 (x1)
(1/2)(3/2): g=8, mean/F2=-0.100000, levels/F2: -0.2000 (x3), -0.0400 (x5)
(3/2)^2: g=6, mean/F2=-0.066667, levels/F2: -0.1200 (x5), 0.2000 (x1)
weighted mean/F2: -0.080000; unweighted mean/F2: -0.055556
weights of 3P, 1D, 1S in (1/2)^2: 0.666667 0.000000 0.333333
coupling of (1/2)^2 to (3/2)^2, J=0, over F2: 0.282843
lowest single replacement relative to (1/2)^2, over F2: -0.160000
zeta/F2=0.001: weight of (1/2)^2 in ground state 0.6689
zeta/F2=0.1: weight of (1/2)^2 in ground state 0.8311
zeta/F2=1: weight of (1/2)^2 in ground state 0.9924
zeta/F2=10: weight of (1/2)^2 in ground state 0.9999
s exponents: 9 from 0.15 to 984.15 bohr^-2, ratio 3
p exponents: 5 from 0.12 to 9.72 bohr^-2, ratio 3
carbon, average orbitals: F0=0.531516 Eh, F2=0.239460 Eh
E configuration average: -37.646096 Eh
E 3P: -37.675080 Eh
E (1/2)^2: common orbitals -37.626939 Eh, own orbitals -37.627049 Eh
E (1/2)(3/2): common orbitals -37.650885 Eh, own orbitals -37.650892 Eh
E (3/2)^2: common orbitals -37.642903 Eh, own orbitals -37.642906 Eh
weighted mean with own orbitals minus E average: -12.176 microhartree
bounds F2/5: 0.047347 and 0.048725 Eh
offset (1/2)^2 minus 3P: 0.048032 Eh = 1.3070 eV
offset (1/2)^2 minus average: 0.019047 Eh
E 3P from ROHF: -37.675080 Eh
Dirac-Coulomb HF (1/2)^2, c x 1: -37.643310 Eh, minus E(0): -0.016261 Eh
Dirac-Coulomb HF (1/2)^2, c x 10: -37.627211 Eh, minus E(0): -0.000162 Eh
same at c x 1 without imposed symmetry: -37.643310 Eh
ratio of the two relativistic shifts: 100.08
false shift, Dirac (1/2)^2 minus 3P: 0.031771 Eh
true shift, Dirac (1/2)^2 minus its own limit: -0.016261 Eh
all good
```
